# Which temperature belongs in the Einstein relation at high field?

**Comment on an argument for the spreading of a driven electron packet**

The argument under review concerns electrons in a monolayer MoS\(_2\) channel at 20 K. A field of 100 V/cm carries a small packet along the channel, and its width across the field is wanted. The author finds a mobility that does not change with field and writes \(D=\mu kT_L/e\), with \(T_L\) the lattice temperature. Two reasons are given. The Einstein relation is thermodynamic, and the thermostat is the lattice. Moreover, a constant mobility is said to show that the field has not disturbed the electrons. Does either reason fix the temperature in \(D/\mu\)?

## What the equilibrium proof uses

Let \(e>0\), and let \(eF\) be the force on an electron, taken along \(+x\), so that the drift velocity \(v_d=\mu F\) is positive. In equilibrium a static force is balanced by a density gradient. The particle current vanishes:

\[
n\mu F-D\frac{dn}{dx}=0 .
\]

The density is a Boltzmann density, \(n\propto e^{-U/kT_L}\) with \(-dU/dx=eF\), so \(dn/dx=n\,eF/kT_L\). Substitution gives \(D/\mu=kT_L/e\).

Both inputs are absent in the driven channel. A current flows, and each electron receives power \(eFv_d\), which it must pass to the lattice. The lattice sets the rate of that transfer, but an electron distribution that loses net energy to the lattice is not the equilibrium one. The ratio has to be calculated from the steady state.

## One collision with an acoustic phonon

Take a parabolic band of mass \(m\), nondegenerate electrons whose mutual forces are neglected, and one branch of in-plane phonons with \(\omega=sq\), held at \(T_L\). The deformation potential is \(D_{ac}\) and the mass per area is \(\rho\). The field is uniform and steady.

Let an electron of momentum \(\mathbf p\) emit a phonon of momentum \(\hbar q\mathbf n\), where \(\mathbf n\) is a unit vector. Energy conservation reads

\[
\frac{\hbar q\,\mathbf p\cdot\mathbf n}{m}-\frac{\hbar^2q^2}{2m}=\hbar sq
\quad\Rightarrow\quad
\hbar q=2mu,\qquad u=\frac{\mathbf p\cdot\mathbf n}{m}-s>0 .
\]

For absorption, \(\mathbf p'=\mathbf p+\hbar q\mathbf n\), and the same algebra gives \(\hbar q=-2mu\) with \(u<0\). Both processes are therefore described by

\[
\mathbf p'=\mathbf p-2mu\,\mathbf n,\qquad y=2msu ,
\]

where \(y\) is the energy lost by the electron, negative for absorption.

The golden rule, with squared matrix element \(D_{ac}^2q^2\hbar(N_q+1)/(2\rho A\omega)\) for emission in area \(A\), gives the rate

\[
\int\frac{d^2q}{(2\pi)^2}\,\frac{\pi D_{ac}^2q^2}{\rho\,\omega}(N_q+1)\,
\delta\!\left(\hbar sq+\frac{\hbar^2q^2}{2m}-\frac{\hbar q\,\mathbf p\cdot\mathbf n}{m}\right).
\]

At the nonzero root the derivative of the delta's argument is \(\hbar^2q/m-\hbar u=\hbar^2q/2m\), because \(\hbar u=\hbar^2q/2m\) there. Hence \(\int q\,dq\,\delta(\cdots)\) contributes \(2m/\hbar^2\). The rate per angle of \(\mathbf n\) is

\[
\frac{1}{4\pi^2}\,\frac{\pi D_{ac}^2q}{\rho s}(N_q+1)\frac{2m}{\hbar^2}
=\frac{mD_{ac}^2}{2\pi\hbar^3\rho s^2}\,y\,(N_q+1),
\]

where \(q=y/\hbar s\) was used. For absorption \(y(N_q+1)\) is replaced by \(|y|N_q\). With \(Y=y/kT_L\), both cases take the form

\[
w(\mathbf n)=\frac{1}{2\pi\tau}\,\frac{Y}{1-e^{-Y}},\qquad
\frac1\tau=\frac{mD_{ac}^2kT_L}{\hbar^3\rho s^2}.
\]

For small \(|Y|\) the last factor is \(1+Y/2+Y^2/12+\cdots\). To leading order the total rate is \(1/\tau\), whatever the electron energy. In the same order \(\mathbf p'=\mathbf p-2(\mathbf p\cdot\mathbf n)\mathbf n\), whose average over \(\mathbf n\) is zero, since \(\langle n_in_j\rangle=\delta_{ij}/2\) in two dimensions. A collision thus erases the mean momentum, and \(\tau\) is also the momentum relaxation time.

## Energy exchange and the steady distribution

The small energy losses must now be kept. With \(E=p^2/2m\), the angular averages are

\[
\langle y\rangle=-2ms^2,\qquad
\langle y^2\rangle=4m^2s^2\left(\frac Em+s^2\right)\simeq4ms^2E .
\]

The term \(s^2\) is dropped because \(ms^2\ll kT_L\). Weighting by \(1+Y/2\) gives the mean loss rate

\[
\frac1\tau\left\langle y+\frac{y^2}{2kT_L}\right\rangle
=\frac{2ms^2}{\tau kT_L}(E-kT_L).
\]

Slow electrons gain energy on average and fast ones lose it.

Many small exchanges make a drift and diffusion along the energy axis. The density of states is constant in 2D, so \(f(E)\), the isotropic part of the distribution, is also proportional to the number of electrons per unit energy. The upward flux due to phonons is

\[
J_{ph}=-\frac{2ms^2}{\tau kT_L}(E-kT_L)f-\frac{d}{dE}\left(\frac{2ms^2E}{\tau}f\right)
=-\frac{2ms^2E}{\tau}\left(\frac{f}{kT_L}+f'\right).
\]

The term \(+2ms^2f/\tau\) from the drift cancels the derivative of the prefactor \(E\). Without a field, \(J_{ph}=0\) returns \(f\propto e^{-E/kT_L}\), as it must.

The field creates a small anisotropic part. Balancing \(eF\,\partial f/\partial p_x=eFv_xf'\) against relaxation \(-f_1/\tau\) gives \(f_1=-eF\tau v_xf'\). The energy of an electron rises at the rate \(eFv_x\), so the upward flux due to the field is the angular average

\[
J_F=\langle eFv_xf_1\rangle=-e^2F^2\tau\frac{v^2}{2}f'=-\frac{e^2F^2\tau E}{m}f' .
\]

In the steady state no electrons enter at \(E=0\) or leave at large \(E\), hence \(J_{ph}+J_F=0\). Multiplying this by \(\tau/E\),

\[
\left(2ms^2+\frac{e^2F^2\tau^2}{m}\right)f'=-\frac{2ms^2}{kT_L}f .
\]

The energy has dropped out of the coefficients. Within this leading-order model the solution is a Maxwellian, \(f\propto e^{-E/kT_e}\), with

\[
T_e=T_L\left[1+\frac{(\mu F)^2}{2s^2}\right],\qquad \mu=\frac{e\tau}{m}.
\]

The formula for \(\mu\) is derived below. A power balance confirms the factor 2: the mean energy of a 2D Maxwellian is \(kT_e\), so \(e\mu F^2=2ms^2(T_e-T_L)/(\tau T_L)\), which rearranges to the same result.

## The ratio, and the conditions on it

Let the density vary slowly along \(y\), across the field. The anisotropic response is \(f_1=-\tau v_y\,\partial f/\partial y\). A first-order change in the shape of the isotropic part would have to be a scalar built from \(\mathbf F\) and \(\nabla n\), namely \(\mathbf F\cdot\nabla n\), and this vanishes here. So \(f\) merely scales with \(n\), and the particle current \(-D_\perp\,\partial n/\partial y\) gives

\[
D_\perp=\langle\tau v_y^2\rangle=\frac{\langle E\tau\rangle}{m}.
\]

The drift response gives, with \(\tau\) allowed for the moment to depend on energy,

\[
\mu=\frac{v_d}{F}=-\frac em\,\frac{\int_0^\infty E\tau f'\,dE}{\int_0^\infty f\,dE}.
\]

Two cases are simple. If \(f\) is Maxwellian, \(f'=-f/kT_e\), so \(\mu=e\langle E\tau\rangle/(mkT_e)\) and

\[
\boxed{\frac{D_\perp}{\mu}=\frac{kT_e}{e}}
\]

for any \(\tau(E)\) for which the integrals exist. If instead \(\tau\) is constant, integration by parts gives \(\int Ef'\,dE=-\int f\,dE\), hence \(\mu=e\tau/m\) and \(D_\perp/\mu=\langle E\rangle/e\) for any isotropic \(f\) that decays fast enough. The acoustic model satisfies both conditions, and the two statements agree because \(\langle E\rangle=kT_e\).

When neither condition holds, the ratio need not measure the mean energy. Take \(f\propto e^{-(E/E_0)^2}\) and \(\tau\propto E\). Then \(\int E^2f\,dE=\sqrt\pi E_0^3/4\) and \(-\int E^2f'\,dE=2\int Ef\,dE=E_0^2\), so \(eD_\perp/\mu=\sqrt\pi E_0/4\). The mean energy is \(E_0/\sqrt\pi\). Their quotient is \(\pi/4\approx0.785\).

The author's second reason can now be judged. The mobility is independent of field because \(\tau\) is independent of electron energy, not because the electrons stay cold. In this leading-order model a straight current-field line is compatible with strong heating. Diffusion does register it, since \(D_\perp=\tau kT_e/m\) contains the mean square velocity.

Diffusion along the field needs one more step. A gradient along \(x\) can change the shape of \(f\) by \(G(E)\,\partial n/\partial x\), with \(\int G\,dE=0\) at fixed density. The extra drift is proportional to \(-\int E\tau G'\,dE\), which for constant \(\tau\) equals \(\tau\int G\,dE=0\). The longitudinal and transverse coefficients are therefore equal to leading order in this model. With \(\tau\) dependent on energy this cancellation is not available.

## Weak field, strong field, and the end of the expansion

For \(\mu F\ll s\) the correction to the lattice value is quadratic in the field, and the usual relation returns as \(F\to0\). The temperature doubles when \(\mu F=\sqrt2\,s\). The scale is thus the sound speed, not the much larger thermal velocity, because a nearly elastic collision removes momentum efficiently and energy poorly.

For \(\mu F\gg s\), while the model still holds,

\[
kT_e\simeq\frac{kT_L\,\mu^2F^2}{2s^2}.
\]

Since \(\mu\propto1/T_L\), this varies as \(1/T_L\) at fixed field: the colder lattice has the hotter electrons. The reviewed formula predicts the opposite trend for \(D/\mu\). Cooling also makes the collisions less elastic, so the \(1/T_L\) law has a limited range. For the MoS\(_2\) parameters used below, at 100 V/cm and a 10 K lattice, the full collision rule gives \(eD_\perp/\mu k\) of only about 40 K, where the law gives 50 K, and the mobility is about a fifth below \(e\tau/m\). At this field \(eD_\perp/\mu k\) in fact stays between 38 and 42 K for lattices from 20 K down to 5 K, while the mean energy over \(k\) rises from 42 to 50 K. For these parameters the ratio is nearly independent of \(T_L\): it follows neither the \(1/T_L\) law nor the reviewed formula.

The assumption of a small anisotropic part can be checked from the result:

\[
\frac{v_d^2}{\langle v^2\rangle}
=\frac{2s^2(T_e/T_L-1)}{2kT_e/m}
=\frac{ms^2}{kT_L}\left(1-\frac{T_L}{T_e}\right).
\]

It stays below \(\delta=ms^2/kT_L\) at any field. The classical treatment of phonons is less durable. From \(\langle y^2\rangle\), the average of \(Y^2\) is about \(4\delta T_e/T_L\), which grows with heating. The first even correction to the rate, \(Y^2/12\), is small only if \(\delta T_e/(3T_L)\ll1\).

A Monte Carlo calculation with the full collision rule and Bose factors, started at \(T_L\), does not use the heating law. For \(\delta=0.01\) and \(eF\tau/\sqrt{mkT_L}=0.2\), the law predicts \(T_e/T_L=1+0.04/0.02=3\). The simulation gave a mean energy of \(3.01\,kT_L\), a mobility 0.99 times \(e\tau/m\), and \(D_\perp/\mu=2.99\,kT_L/e\), with a relative standard error of 0.9% in \(D_\perp\). The longitudinal coefficient was 0.98 of the transverse one.

## The packet in question

Use rough typical parameters for monolayer MoS\(_2\): \(m=0.48\,m_e\), \(D_{ac}=4.5\) eV, \(s=6.7\) km/s and \(\rho=3.1\times10^{-6}\) kg/m\(^2\). At 20 K the rate formula gives \(\tau=2.60\) ps. Then

\[
\mu=\frac{(1.602\times10^{-19})(2.60\times10^{-12})}{0.48\,(9.109\times10^{-31})}
\simeq0.953\ \mathrm{m^2/Vs}=9530\ \mathrm{cm^2/Vs}.
\]

At \(F=10^4\) V/m (100 V/cm) the drift velocity is 9.53 km/s, and

\[
\frac{T_e}{T_L}=1+\frac12\left(\frac{9.53}{6.7}\right)^2\simeq2.01,\qquad T_e\simeq40\ \mathrm K .
\]

The ratio \(D_\perp/\mu\) is 3.47 mV, whereas \(kT_L/e\) is 1.72 mV. The diffusion coefficient is 33 cm\(^2\)/s instead of 16 cm\(^2\)/s. These values are sensitive to the rough input: \(T_e-T_L\) varies as \(D_{ac}^{-4}\), so the law gives 75 K for \(D_{ac}=3.5\) eV and 29 K for 5.5 eV.

Let the packet consist of a few electrons in an otherwise empty channel, so that their mutual repulsion can be ignored. If it starts narrow and drifts a distance \(L\), it takes a time \(L/\mu F\), and its transverse variance is

\[
\sigma^2=2D_\perp\frac{L}{\mu F}=\frac{2kT_e}{e}\frac LF
=\frac{2(3.47\times10^{-3}\,\mathrm V)(10^{-5}\,\mathrm m)}{10^4\,\mathrm{V/m}}
\]

for \(L=10\) µm. This gives \(\sigma\simeq2.6\) µm, against 1.9 µm from the lattice temperature. The steady-state value may be used because the transit takes 1.05 ns, while the energy relaxation time, \(\tau kT_L/2ms^2\), is 18 ps.

Here \(\delta=0.071\), so the expansion is less comfortable. With the example's own numbers the Monte Carlo calculation gives \(D_\perp/\mu=3.31\) mV with a relative standard error of 0.8% in \(D_\perp\), so the ratio lies some 3 to 4% below the formula. The mean energy is \(2.08\,kT_L\), about 3.5% above the formula. Thus \(eD_\perp/\mu\) and the mean energy separate slightly at finite \(\delta\). The longitudinal coefficient is about 0.93 of the transverse one. The mobility is not strictly constant either: the full rule gives \(1.08\,e\tau/m\) at low field, \(1.00\,e\tau/m\) at 100 V/cm and \(0.92\,e\tau/m\) at 161 V/cm. It falls by 7% up to 100 V/cm while \(D_\perp/\mu\) nearly doubles. None of these shifts brings back the lattice value.

## What a real sheet changes

These numbers describe independent electrons in an ideal phonon-limited sheet, not a measured device. In a sheet filled to a density \(n\), the repulsion between electrons cannot be ignored. Without a nearby gate, a density ripple \(\delta n\) of wavevector \(q\), in surroundings of dielectric constant \(\kappa\), gives each electron a potential energy of amplitude \(U=e^2\delta n/(2\kappa\varepsilon_0q)\). The drift current it drives has amplitude \(n(\mu/e)qU\), and the diffusion current has amplitude \(Dq\,\delta n\). With \(D=\mu kT_e/e\) their ratio is \(ne^2/(2\kappa\varepsilon_0q\,kT_e)\). For \(n=10^{10}\) cm\(^{-2}\), \(\kappa=5\), \(T_e=40\) K and \(q=1/\sigma\) it is above 100. An excess of charge in such a sheet spreads by its own field, and the width found above does not apply to it.

Among the scattering processes left out, piezoelectric coupling is important. A rough estimate for a layer between hBN sheets takes a piezoelectric constant of \(3\times10^{-10}\) C/m and a dielectric factor of 6.2, frozen at a typical phonon wavevector. It gives a coupling of 2.7 eV, shared between longitudinal and transverse phonons. Branch rates and energy losses add, so \(s^2\) becomes the mean of \(s_i^2\) weighted by the scattering rates. At the same field the mobility falls to about 5800 cm\(^2\)/Vs, \(T_e\) to 29 K, and \(D_\perp/\mu\) to 2.5 mV, still above 1.72 mV. Letting the dielectric factor vary with wavevector shifts these values to about 6000 cm\(^2\)/Vs and 2.6 mV. Screening by the electrons would add about 10% to the dielectric factor at that wavevector (14% if their long-wave response is used) and weaken this coupling. Charged impurities matter too: if their elastic rate varies as \(1/E\) and equals the acoustic rate at \(E=kT_L\), then without piezoelectric coupling \(eD_\perp/\mu\) is \(1.74\,kT_L\) and the mean energy \(1.70\,kT_L\), so the Maxwellian identification is off by about 3%. The density used in these sheet estimates, \(10^{10}\) cm\(^{-2}\), is far below that of a transistor in its on state, and a real sheet this dilute may be localized or impurity-limited. Lattice self-heating is about 0.015 K for an assumed interface conductance of \(10^5\) W/m\(^2\)K.

Optical and zone-edge phonons also limit the heating law. Take rough emission rates of \(10^{13}\) s\(^{-1}\) at 48 meV and \(5\times10^{10}\) s\(^{-1}\) at 23 meV. For a Maxwellian, they would carry 2% of the acoustic loss in the example and equal it at \(T_e\simeq72\) K, which the acoustic law places at 161 V/cm. This overstates their part, because the fast emission empties the tail above 48 meV sooner than acoustic phonons and the field can refill it. When emission is added to the energy-diffusion equation for independent electrons, the share is about 1% in the example and 9% at 161 V/cm. That equation is poor in the tail, where neither \(Y\) nor the anisotropic part is small. With the full collision rule the shares are closer to 2% and 10%. For a 300 K lattice and a Maxwellian at 330 K, the neglected loss is roughly a hundred times the acoustic one. The explicit formula for \(T_e\) is then useless, although \(D_\perp/\mu=kT_e/e\) still follows if the distribution is Maxwellian, with \(T_e\) found from the full power balance.

At gate densities the Boltzmann assumption fails as well. For a heated Fermi distribution with constant \(\tau\) and fixed \(T_e\), the transverse current is \(-(\tau/m)\,\partial_y\!\int gEf\,dE\), where \(g\) is the density of states. Let \(\eta\) be the chemical potential over \(kT_e\). Since \(\partial f/\partial\eta=-kT_ef'\), integration by parts gives \(\partial_\eta\!\int gEf\,dE=kT_en\), and therefore

\[
\frac{D_\perp}{\mu}=\frac{kT_e}{e}\,\frac{n}{dn/d\eta}
=\frac{kT_e}{e}\,\frac{w}{1-e^{-w}},\qquad w=\frac{n}{n_0},\quad n_0=\frac{mkT_e}{\pi\hbar^2}.
\]

The last form uses \(n=n_0\ln(1+e^\eta)\) for two occupied spin-valley states, so that \(dn/d\eta=n_0(1-e^{-w})\). At 40 K, \(n_0=7.0\times10^{11}\) cm\(^{-2}\). The factor is 1.007 at \(10^{10}\) cm\(^{-2}\), but 7.2 at \(5\times10^{12}\) cm\(^{-2}\) and the same \(T_e\). In MoS\(_2\) the next spin-split states lie only a few to some 15 meV higher, and including them lowers 7.2 to about 4. All these factors are for independent electrons. The Coulomb energy between neighbours is comparable with \(kT_e\) at the lower density and far above it at the higher one, so interactions can change \(n/(dn/d\eta)\) substantially, and the factors are not predictions for a real sheet.

The manuscript should therefore replace \(T_L\) by a calculated electron temperature in its dilute, low-temperature example, and include piezoelectric scattering before quoting a width for MoS\(_2\). Unless the packet holds very few electrons, their repulsion must be included too. A field-independent mobility cannot serve as its evidence that the electrons are cold. The numerical output below lists the main inputs and many of the intermediate values.

## Values computed for the example and the checks

```
Input: mass 0.48 m_e; deformation potential 4.5 eV
Input: sound speed 6.7 km/s; areal density 3.10e-06 kg/m2
Input: lattice 20 K; field 100 V/cm; n 1.0e+10 cm^-2
Scattering time tau: 2.600 ps
Mobility: 9529 cm2/Vs
Drift velocity: 9.529 km/s
m s^2: 0.1225 meV; delta = m s^2/kT_L: 0.0711
Electron temperature T_e: 40.23 K; T_e/T_L: 2.011
D_perp: 33.03 cm2/s; with T_L instead: 16.42 cm2/s
D_perp/mu: 3.466 mV; kT_L/e: 1.723 mV
Energy relaxation time: 18.29 ps; length: 0.174 um
Drift length: 10 um; transit time 1.049 ns
Packet width sigma: 2.633 um; with T_L: 1.857 um
Grid scattering rate / angular formula: 1.0000
Monte Carlo A: delta 0.01, reduced force 0.2, predicted T_e/T_L 3.000
  A mobility/formula 0.992; mean energy/kT_L 3.009
  A (D_perp/mu)/(kT_L/e) 2.989; D_along/D_perp 0.976
  A relative standard error of D_perp 0.0089
Monte Carlo B (example): mobility/formula 0.999; mean energy/kT_L 2.082
  B (D_perp/mu)/(kT_L/e) 1.923; D_perp/mu 3.314 mV
  B D_along/D_perp 0.935; relative standard error of D_perp 0.0075
Non-Maxwellian exp(-(E/E0)^2), tau ~ E: (e D/mu)/mean energy 0.785
Impurity rate = acoustic rate at E=kT_L: eD/mu 1.742 kT_L
  same case: mean energy 1.696 kT_L; ratio 1.027
Piezo inputs: e11 3.0e-10 C/m; kappa 5.0; layer length 4 nm
  transverse sound speed 4.2 km/s; typical q 0.296 nm^-1
  dielectric factor 6.18; piezo coupling 2.74 eV
  total rate / deformation rate 1.657; effective s 6.09 km/s
  with piezo: mobility 5750 cm2/Vs; T_e 28.90 K
  with piezo: D_perp/mu 2.491 mV
Free-carrier screening term / dielectric factor: 0.143
Other phonon input: 48 meV, rate 1e+13 1/s
Other phonon input: 23 meV, rate 5e+10 1/s
Other phonon loss / acoustic loss, example: 0.0207
Losses equal at T_e 72.4 K; acoustic-model field 161 V/cm
Other / acoustic loss at lattice 300 K, electrons 330 K: 116
Thermal density at T_e (two spin-valley states): 6.95e+11 cm^-2
Degeneracy factor of D/mu at example density: 1.0072
Degeneracy factor at 5e+12 cm^-2, same T_e: 7.20
Self-heating: 0.0153 K at 1e+05 W/m2K
```
